# Cyclotron mass of a square-lattice band, from bottom to half filling: a numerical check

```python
"""
Cyclotron mass of the square-lattice band E = -2t (cos kx a + cos ky a).
Result under test, for 0 < |E| < 4t:
    |m_c| = (2/pi) m0 K(kappa),  kappa^2 = 1 - (E/4t)^2,
    m0 = hbar^2 / (2 t a^2),
with m_c -> m0 at the band bottom and
    |m_c| -> (2 m0/pi) ln(16 t/|E|) at half filling (E -> 0).
K: complete elliptic integral of the first kind (modulus kappa);
t: hopping energy; a: lattice constant; B: magnetic field.
In the tests energies are in units of t and wavevectors in units of 1/a.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import ellipkm1, expit


def elliptic_K(energy):
    """K(kappa) from the complementary parameter (E/4t)^2."""
    return ellipkm1((energy / 4.0) ** 2)


def mass_ratio(energy):
    """Derived formula for |m_c| / m0."""
    return 2.0 / np.pi * elliptic_K(energy)


def orbit_mass_ratio(energy):
    """Signed m_c/m0 from the period of the equation of motion.
    Time unit hbar^2/(e B a^2 t); m_c = e B T/(2 pi) = m0 * period/pi."""
    centre = 0.0 if energy < 0 else np.pi
    start = [centre + np.arccos(abs(energy) / 2 - 1), centre]

    def motion(_, k):
        return [-2 * np.sin(k[1]), 2 * np.sin(k[0])]

    def crossing(_, k):
        return k[0] - centre

    path = solve_ivp(motion, (0, 40), start, method="DOP853",
                     events=crossing, rtol=1e-11, atol=1e-13)
    times = path.t_events[0]
    sense = np.sign(path.y_events[0][0][1] - centre)
    return sense * (times[2] - times[0]) / np.pi


def enclosed_area(energy):
    """Area (units 1/a^2) inside the electron orbit, for E < 0."""
    eps = -energy / 2
    edge = np.arccos(eps - 1)
    value = quad(lambda x: np.arccos(np.clip(eps - np.cos(x), -1, 1)),
                 0, edge, epsabs=1e-11, epsrel=1e-11, limit=300)[0]
    return 4 * value


def electrons_per_cell(energy):
    return 2 * enclosed_area(energy) / (4 * np.pi ** 2)


# --- Equation of motion: magnitude and sign of the mass
for energy in (-3.9, -2.0, -0.4, -0.04, 0.4, 2.0):
    expected = -np.sign(energy) * mass_ratio(energy)
    assert abs(orbit_mass_ratio(energy) / expected - 1) < 1e-6

# --- Energy derivative of the enclosed area: m_c/m0 = (dA/dE)/pi
step = 1e-3
for energy in (-3.5, -2.0, -0.5):
    slope = (enclosed_area(energy + step)
             - enclosed_area(energy - step)) / (2 * step)
    assert abs(slope / np.pi / mass_ratio(energy) - 1) < 1e-5

# --- Band bottom: limit and first correction
bottom_numeric = orbit_mass_ratio(-3.99)
assert abs(bottom_numeric - (1 + 0.01 / 8)) < 5e-6

# --- Half filling: value and slope of the logarithm, from the orbits
near, nearer = orbit_mass_ratio(-1e-3), orbit_mass_ratio(-1e-4)
assert abs(near - 2 / np.pi * np.log(16 / 1e-3)) < 1e-5
log_slope = (nearer - near) / np.log(10)
assert abs(log_slope - 2 / np.pi) < 1e-5

# --- Departure from half filling near E = 0
for energy in (-0.04, -0.01):
    law = abs(energy) / np.pi ** 2 * (np.log(16 / abs(energy)) + 1)
    assert abs((1 - electrons_per_cell(energy)) / law - 1) < 2e-4

# --- Quantum levels on the lattice, flux 1/q per cell.
# hbar e B/m_c equals 4 pi t/(q m_c/m0) in this flux.
q_cells = 401
sites = np.arange(q_cells)
harper = np.diag(-2 * np.cos(2 * np.pi * sites / q_cells))
harper[sites, (sites + 1) % q_cells] = -1.0
harper[(sites + 1) % q_cells, sites] = -1.0
levels = np.linalg.eigvalsh(harper)
spacing = (levels[2:] - levels[:-2]) / 2
middle = levels[1:-1]
chosen = middle < -0.2
predicted = 4 * np.pi / q_cells / mass_ratio(middle[chosen])
level_error = np.max(np.abs(spacing[chosen] / predicted - 1))
assert np.sum(chosen) > 100 and level_error < 2e-3


# --- Saddle point: curvatures and tunnelling
def band(x, y, t2=0.0):
    return -2 * (np.cos(x) + np.cos(y)) + 4 * t2 * np.cos(x) * np.cos(y)


h = 1e-3
curv_x = (band(np.pi + h, 0) + band(np.pi - h, 0)
          - 2 * band(np.pi, 0)) / h ** 2
curv_y = (band(np.pi, h) + band(np.pi, -h) - 2 * band(np.pi, 0)) / h ** 2
# hbar^2/(m0 a^2) = 2t, so both saddle masses have magnitude m0
assert abs(curv_x + 2) < 1e-5 and abs(curv_y - 2) < 1e-5


def tunnelling(distance_over_quantum):
    """P for energy |E| below the saddle, |E|/(hbar omega_s)."""
    return expit(-2 * np.pi * distance_over_quantum)


def scattered_transmission(eps):
    """Transmission of psi'' + (x^2 + 2 eps) psi = 0 by integration."""
    far = 15.0
    p = np.sqrt(far ** 2 + 2 * eps)
    psi = 1 / np.sqrt(p) + 0j
    dpsi = (1j * p - far / (2 * p ** 2)) * psi
    wave = solve_ivp(lambda x, w: [w[1], -(x * x + 2 * eps) * w[0]],
                     (far, -far), [psi, dpsi], method="DOP853",
                     rtol=1e-9, atol=1e-11).y[:, -1]
    shifted = wave[1] - far / (2 * p ** 2) * wave[0]
    incoming = np.sqrt(p) * (wave[0] + shifted / (1j * p)) / 2
    return 1 / abs(incoming) ** 2


for eps in (-0.2, -0.5):
    assert abs(scattered_transmission(eps) / tunnelling(-eps) - 1) < 2e-3

# --- Second-neighbour hopping t2 (in units of t)
grid = (np.arange(200000) + 0.5) * np.pi / 200000


def filled_fraction(energy, t2):
    bound = (-energy - 2 * np.cos(grid)) / (2 - 4 * t2 * np.cos(grid))
    return np.mean(np.arccos(np.clip(bound, -1, 1))) / np.pi


def general_mass_ratio(energy, t2, de=2e-3):
    """|m_c|/m0 = 4 pi t d(filled fraction)/dE."""
    return 4 * np.pi * (filled_fraction(energy + de, t2)
                        - filled_fraction(energy - de, t2)) / (2 * de)


t2 = 0.1
assert abs(general_mass_ratio(-1.0, 0.0) / mass_ratio(-1.0) - 1) < 1e-3
bottom_t2 = 1 / (1 - 2 * t2)
assert abs(general_mass_ratio(-4 + 4 * t2 + 0.02, t2)
           / bottom_t2 - 1) < 1e-2
saddle_t2 = band(np.pi, 0.0, t2)
assert abs(saddle_t2 + 4 * t2) < 1e-12
filling_saddle = 2 * filled_fraction(saddle_t2, t2)
mesh = (np.arange(1000) + 0.5) * np.pi / 1000
counted = 2 * np.mean(band(mesh[:, None], mesh[None, :], t2) < saddle_t2)
assert abs(counted - filling_saddle) < 3e-3
# the mass keeps growing by the logarithmic step towards the moved saddle
growth = (general_mass_ratio(saddle_t2 - 0.01, t2)
          - general_mass_ratio(saddle_t2 - 0.1, t2))
assert growth > 1.0
half_energy = brentq(lambda e: filled_fraction(e, t2) - 0.5, -1.5, 1.0)
half_mass_t2 = general_mass_ratio(half_energy, t2)

# --- Worked example
hop_eV, a_nm, field_T = 0.25, 0.4, 10.0
temperature_K, tau_ps = 1.0, 5.0
hop_J, a_m = hop_eV * const.e, a_nm * 1e-9
m0 = const.hbar ** 2 / (2 * hop_J * a_m ** 2)
m0_me = m0 / const.m_e
quantum_meV = const.hbar * field_T / m0 * 1e3
kT_meV = const.k * temperature_K / const.e * 1e3
hop_meV = hop_eV * 1e3


def thermal_mass_ratio(fermi_meV):
    """Average of |m_c|/m0 with weight -df/dE."""
    singular = -fermi_meV / kT_meV
    breaks = [singular] if abs(singular) < 30 else None
    return quad(lambda x: expit(x) * expit(-x)
                * mass_ratio((fermi_meV + kT_meV * x) / hop_meV),
                -30, 30, points=breaks, limit=300)[0]


print(f"hopping t = {hop_eV:.2f} eV, lattice constant a = {a_nm:.1f} nm")
print(f"field B = {field_T:.0f} T, temperature = {temperature_K:.0f} K")
print(f"collision time = {tau_ps:.0f} ps")
print(f"band-bottom mass m0 = {m0_me:.4f} m_e = {m0:.4e} kg")
print(f"band bottom -4t = {-4 * hop_meV:.0f} meV")
print(f"hbar e B/m0 = {quantum_meV:.4f} meV")
print(f"flux per cell = {field_T * a_m**2 * const.e / const.h:.3e} h/e")
print("E (meV) | kappa | K | m_c (m_e) | log law (m_e)")
fermi_list = (-990.0, -500.0, -100.0, -10.0, -1.0)
for e_meV in fermi_list:
    e = e_meV / hop_meV
    kappa = np.sqrt(1 - (e / 4) ** 2)
    log_mass = m0_me * 2 / np.pi * np.log(16 / abs(e))
    print(f"{e_meV:7.0f} | {kappa:.7f} | {elliptic_K(e):.4f} | "
          f"{m0_me * mass_ratio(e):.4f} | {log_mass:.4f}")
print("E (meV) | hbar omega_c (meV) | period (ps) | electrons/cell")
for e_meV in fermi_list:
    e = e_meV / hop_meV
    m_c = m0 * mass_ratio(e)
    period_ps = 2 * np.pi * m_c / (const.e * field_T) * 1e12
    print(f"{e_meV:7.0f} | {quantum_meV / mass_ratio(e):.4f} | "
          f"{period_ps:.3f} | {electrons_per_cell(e):.5f}")
print(f"mass gain per decade of |E| = "
      f"{m0_me * 2 / np.pi * np.log(10):.4f} m_e")
print("Neglected effects")
print(f"thermal energy kT = {kT_meV:.4f} meV")
print(f"collision width hbar/tau = "
      f"{const.hbar / (tau_ps * 1e-12) / const.e * 1e3:.4f} meV")
print("E (meV) | tunnelling P | thermal mass change (%) | omega_c tau")
for e_meV in (-100.0, -10.0, -1.0):
    ratio = mass_ratio(e_meV / hop_meV)
    change = 100 * (thermal_mass_ratio(e_meV) / ratio - 1)
    omega_tau = const.e * field_T / (m0 * ratio) * tau_ps * 1e-12
    print(f"{e_meV:7.0f} | {tunnelling(abs(e_meV) / quantum_meV):.2e} | "
          f"{change:.4f} | {omega_tau:.3f}")
print(f"tunnelling P at E = -0.1 meV: {tunnelling(0.1 / quantum_meV):.3f}")
print(f"second-neighbour hopping t' = {t2 * hop_meV:.0f} meV")
print(f"  saddle energy = {saddle_t2 * hop_meV:.1f} meV")
print(f"  filling at saddle = {filling_saddle:.4f} electrons/cell")
print(f"  band-bottom mass = {m0_me * bottom_t2:.4f} m_e")
print(f"  Fermi energy at half filling = {half_energy * hop_meV:.1f} meV")
print(f"  |m_c| at half filling = {m0_me * half_mass_t2:.3f} m_e")
print("Checks")
print(f"orbit m_c/m0 at E = -3.99t: {bottom_numeric:.6f}")
print(f"orbit slope per ln(1/|E|), units m0: {log_slope:.6f}")
print(f"lattice levels: flux 1/{q_cells}, {np.sum(chosen)} spacings")
print(f"  largest relative spacing error = {level_error:.1e}")
print("checks complete")
```

Running it gives:

```
hopping t = 0.25 eV, lattice constant a = 0.4 nm
field B = 10 T, temperature = 1 K
collision time = 5 ps
band-bottom mass m0 = 0.9525 m_e = 8.6766e-31 kg
band bottom -4t = -1000 meV
hbar e B/m0 = 1.2154 meV
flux per cell = 3.869e-04 h/e
E (meV) | kappa | K | m_c (m_e) | log law (m_e)
   -990 | 0.1410674 | 1.5787 | 0.9573 | 0.8467
   -500 | 0.8660254 | 2.1565 | 1.3077 | 1.2609
   -100 | 0.9949874 | 3.6956 | 2.2410 | 2.2369
    -10 | 0.9999500 | 5.9916 | 3.6332 | 3.6331
     -1 | 0.9999995 | 8.2941 | 5.0293 | 5.0293
E (meV) | hbar omega_c (meV) | period (ps) | electrons/cell
   -990 | 1.2093 | 3.420 | 0.00638
   -500 | 0.8853 | 4.671 | 0.36956
   -100 | 0.5166 | 8.006 | 0.80986
    -10 | 0.3186 | 12.979 | 0.97166
     -1 | 0.2302 | 17.967 | 0.99623
mass gain per decade of |E| = 1.3962 m_e
Neglected effects
thermal energy kT = 0.0862 meV
collision width hbar/tau = 0.1316 meV
E (meV) | tunnelling P | thermal mass change (%) | omega_c tau
   -100 | 3.07e-225 | 0.0000 | 3.924
    -10 | 3.54e-23 | 0.0020 | 2.421
     -1 | 5.65e-03 | 0.1566 | 1.749
tunnelling P at E = -0.1 meV: 0.374
second-neighbour hopping t' = 25 meV
  saddle energy = -100.0 meV
  filling at saddle = 0.9180 electrons/cell
  band-bottom mass = 1.1906 m_e
  Fermi energy at half filling = -65.3 meV
  |m_c| at half filling = 2.910 m_e
Checks
orbit m_c/m0 at E = -3.99t: 1.001252
orbit slope per ln(1/|E|), units m0: 0.636620
lattice levels: flux 1/401, 178 spacings
  largest relative spacing error = 2.7e-04
checks complete
```
